\section*{Smooth particle-mesh Ewald: scheme, force error and N log N cost}

\section{Definitions and conventions}

Charges $q_i$ (in units of $e$), $i=1,\dots,N$, with $\sum_i q_i=0$, occupy a periodic cubic cell of side $L$ and volume $V=L^3$ with conducting surroundings. Energies are in eV and lengths in \AA, so the Coulomb constant is $C=e^2/(4\pi\varepsilon_0)=14.39965$ eV\,\AA. Wave vectors are $\mathbf k=2\pi\mathbf n/L$ with integer $\mathbf n$. The mesh has $K$ points per side, $K$ even, and spacing $h=L/K$. A coordinate $x$ in mesh units is $u=x/h$, and $\{u\}$ is its fractional part. The spline order is $p\ge3$, for which the mesh forces are continuous.

Write $1/r=\mathrm{erfc}(\beta r)/r+\mathrm{erf}(\beta r)/r$. The first part is short-ranged and is summed over pairs within a cutoff $r_c$. The second is smooth, with Fourier transform $4\pi e^{-k^2/4\beta^2}/k^2$, and its periodic sum gives
\begin{equation}
E=\tfrac12\sum_{\mathbf k\ne0}A(k)|S(\mathbf k)|^2,\quad
A=\frac{4\pi C}{V}\frac{e^{-k^2/4\beta^2}}{k^2},\quad
S=\sum_j q_je^{i\mathbf k\cdot\mathbf r_j}.
\label{rec}
\end{equation}
Neutrality and the conducting surroundings remove $\mathbf k=0$. Equation \eqref{rec} includes each charge acting on itself. Since $\mathrm{erf}(\beta r)/r\to2\beta/\sqrt\pi$ as $r\to0$, that part is removed by adding $-C\beta\sum_iq_i^2/\sqrt\pi$.

Differentiating $SS^*$ gives two terms, which are equal after $\mathbf k\to-\mathbf k$. Hence
\begin{equation}
\mathbf F_i=-q_i\nabla\phi(\mathbf r_i),\qquad
\phi(\mathbf r)=\sum_{\mathbf k\ne0}A\,S^*e^{i\mathbf k\cdot\mathbf r}.
\label{force}
\end{equation}

\section{B-splines}

Let $M_1=1$ on $[0,1)$ and zero elsewhere, and $M_p(x)=\int_0^1M_{p-1}(x-t)\,dt$. Then $M_p$ vanishes outside $[0,p]$, is symmetric about $p/2$, and obeys
\begin{equation}
M_p'(x)=M_{p-1}(x)-M_{p-1}(x-1).
\end{equation}
A convolution becomes a product under Fourier transformation, so
\begin{equation}
\hat M_p(\omega)=\int M_p(x)e^{-i\omega x}dx=g^p,\qquad
g=\frac{1-z}{i\omega},\quad z=e^{-i\omega}.
\end{equation}
This yields a recursion for the values. Multiplication by $x$ becomes $i\,d/d\omega$, and $ig'=(g-z)/(i\omega)$. The transform of $xM_{p-1}(x)$ is therefore $D=(p-1)g^{p-2}(g-z)/(i\omega)$. Writing $p-x=(p-1)-(x-1)$, the transform of $xM_{p-1}(x)+(p-x)M_{p-1}(x-1)$ is
\begin{align}
(1-z)D+(p-1)zg^{p-1}
&=(p-1)g^{p-2}\left[g(g-z)+zg\right]\nonumber\\
&=(p-1)g^p .
\end{align}
Thus
\begin{equation}
M_p(x)=\frac{xM_{p-1}(x)+(p-x)M_{p-1}(x-1)}{p-1}.
\label{recur}
\end{equation}

\section{Charge assignment and influence function}

For one axis put $\theta=2\pi n/K$ and consider $f(u)=\sum_kM_p(u-k)e^{i\theta k}$. Relabelling $k$ gives $f(u+1)=e^{i\theta}f(u)$, the same rule that $e^{i\theta u}$ obeys. Matching the two at the mesh points fixes the factor between them:
\begin{equation}
e^{i\theta u}\approx b(n)\sum_kM_p(u-k)e^{i\theta k},\qquad
b(n)=\Big[\sum_{j=1}^{p-1}M_p(j)e^{-i\theta j}\Big]^{-1}.
\label{interp}
\end{equation}
For odd $p$ at $\theta=\pi$, the terms $j$ and $p-j$ have equal weights and opposite signs, so the bracket vanishes. There $b$ is undefined; here that mode is dropped, and giving it the finite $|b|^2$ of the neighbouring modes serves about equally well. The computed bracket is $4.6\times10^{-17}$ for $p=5$ and $0.133$ for $p=6$.

Insert \eqref{interp} for each axis into $S$. The particle sum becomes a mesh charge, with $\mathbf k$ now labelling mesh points and periodic images of the splines included:
\begin{equation}
Q(\mathbf k)=\sum_iq_i\prod_\alpha M_p(u_{i\alpha}-k_\alpha).
\end{equation}
With $\hat Q(\mathbf n)=\sum_{\mathbf k}Q(\mathbf k)e^{-2\pi i\mathbf n\cdot\mathbf k/K}$ and $Q$ real, the sign of the exponent does not affect $|\hat Q|$. The mesh energy and influence function are
\begin{equation}
\tilde E=\tfrac12\sum_{\mathbf n}G(\mathbf n)|\hat Q(\mathbf n)|^2,\qquad
G=A\,|b(n_1)b(n_2)b(n_3)|^2,\quad G(0)=0,
\end{equation}
with $-K/2\le n_\alpha<K/2$. Since $G$ is even, differentiation with respect to $Q(\mathbf k)$ again gives two equal terms:
\begin{equation}
\Phi(\mathbf k)=\frac{\partial\tilde E}{\partial Q(\mathbf k)}
=\sum_{\mathbf n}G\hat Q\,e^{2\pi i\mathbf n\cdot\mathbf k/K}.
\end{equation}
The chain rule, with $du/dx=1/h$, then gives
\begin{equation}
\tilde F_{i\alpha}=-\frac{q_i}{h}\sum_{\mathbf k}\Phi(\mathbf k)
M_p'(u_{i\alpha}-k_\alpha)\prod_{\gamma\ne\alpha}M_p(u_{i\gamma}-k_\gamma).
\end{equation}

\section{Pseudocode}

\begin{verbatim}
at the start, and again whenever L changes:
  G(n) = A(k) |b(n1) b(n2) b(n3)|^2;  G(0) = 0
  odd p: G = 0 wherever some |n_a| = K/2
every step:
  Q = 0
  for each ion i, each axis a:
    u = x[i,a]/h;  w = u - floor(u)
    M[j], dM[j] = M_p(w+j), M_p'(w+j),  j = 0..p-1
    node[j] = (floor(u) - j) mod K
  add q_i M M M to Q at the p^3 nodes of ion i
  Phi = K^3 * inverse_FFT(G * FFT(Q))  # inverse has 1/K^3
  E_mesh = sum(Q * Phi)/2
  F[i,a] = -(q_i/h) sum over nodes of Phi dM_a M M
  add pair terms for r < r_c, and the self energy
\end{verbatim}

\section{Force error}

Apply Poisson summation, $\sum_kf(k)=\sum_m\int f(x)e^{2\pi imx}dx$, to $M_p(u-x)e^{i\theta x}$ and substitute $y=u-x$. This gives $\sum_m\hat M_p(\theta+2\pi m)\,e^{i(\theta+2\pi m)u}$. The numerator of $\hat M_p$ is the same for every $m$, because $e^{-2\pi im}=1$. Since the interpolant equals one at $u=0$, it is
\begin{equation}
\sum_mc_me^{i(\theta+2\pi m)u},\qquad
c_m=\frac{(\theta+2\pi m)^{-p}}{\sum_l(\theta+2\pi l)^{-p}} .
\end{equation}
For small $\theta=kh$, where $k$ is the wave-vector component along this axis, $c_0=1+O(\theta^p)$ and $c_m\simeq(\theta/2\pi m)^p$ for $m\ne0$. The interpolated wave is thus wrong by $O(h^p)$. Its derivative is worse, because an alias brings down $2\pi im/h$:
\begin{equation}
\Big(\frac{kh}{2\pi m}\Big)^p\frac{2\pi im}{h}
=h^{p-1}\frac{(ik)^p}{(2\pi im)^{p-1}} .
\end{equation}
The factor $(ik)^p$ is $\partial_x^p$ acting on $e^{ikx}$.

The sum over $m$ is a Bernoulli polynomial. These polynomials satisfy $B_0=1$, $B_n'=nB_{n-1}$ and $\int_0^1B_n\,dx=0$ for $n\ge1$. For $B_1=x-\frac12$, integration by parts gives the Fourier coefficient $-1/(2\pi im)$. For $n>1$ the boundary terms cancel, and each further integration contributes $n/(2\pi im)$. Therefore
\begin{equation}
\sum_{m\ne0}\frac{e^{2\pi imu}}{(2\pi im)^n}=-\frac{B_n(\{u\})}{n!}.
\label{bern}
\end{equation}
Errors in $S$ and in the other two axes carry no factor $1/h$ and enter at $O(h^p)$. With the minus sign of \eqref{force}, the leading force error is
\begin{equation}
\delta F_{i\alpha}=q_ih^{p-1}\frac{B_{p-1}(\{u_{i\alpha}\})}{(p-1)!}
\,\partial_\alpha^p\phi(\mathbf r_i).
\label{err}
\end{equation}
Here $\phi$ includes the ion's own smooth potential, which is even about the ion. For even $p$ its $p$-th derivative at the ion is nonzero, so even an isolated ion feels a spurious force of order $h^{p-1}$ that depends on its position relative to the mesh. For odd $p$ that derivative vanishes by symmetry, and the self-force is absent at this order.

If the offsets are uniformly distributed and independent of $q\,\partial^p\phi$, the mean square of \eqref{err} factorizes, and Parseval's theorem applied to \eqref{bern} gives $\int_0^1B_n^2\,dx=(n!)^2\sum_{m\ne0}(2\pi m)^{-2n}$. Equation \eqref{bern} at order $2n$ and $u=0$ gives that sum as $|B_{2n}|/(2n)!$, where $B_{2n}=B_{2n}(0)$. With $n=p-1$,
\begin{equation}
\delta F_{\rm rms}=h^{p-1}\sqrt{\frac{|B_{2p-2}|}{(2p-2)!}}\;
\mathrm{rms}\big(q\,\partial^p\phi\big)
\label{rms}
\end{equation}
per Cartesian component.

The alias derivative carries the further factor $(1+\theta/2\pi m)^{1-p}\simeq1-(p-1)kh/(2\pi m)$. Equation \eqref{err} therefore needs $(p-1)kh\ll2\pi$ for the wave vectors that matter. At given $k$ and $h$ this condition is harder to meet the larger $p$ is.

\section{Measured error}

The model has charges $\pm e$ on alternating simple-cubic sites 3 \AA\ apart. Each coordinate is displaced at random by up to 0.75 \AA, and $\beta=0.35$ \AA$^{-1}$. For 64 ions the rms mesh force error per component, in eV/\AA\ and averaged over eight mesh offsets, is

\begin{center}
\begin{tabular}{lcccc}
$h$ (\AA) & $p=4$ & $p=5$ & $p=6$ & $p=8$\\
1.5 & 6.1e-3 & 2.4e-3 & 8.8e-4 & 2.4e-4\\
1.0 & 9.5e-4 & 2.1e-4 & 4.4e-5 & 3.6e-6\\
0.75 & 3.3e-4 & 5.5e-5 & 7.2e-6 & 2.4e-7\\
0.375 & 3.0e-5 & 2.7e-6 & 1.3e-7 & 8.4e-10\\
0.1875 & 3.4e-6 & 1.6e-7 & 3.4e-9 & 4.8e-12
\end{tabular}
\end{center}

The rms exact reciprocal force component is 0.34 eV/\AA. These numbers belong to one random configuration; other draws of the displacements shift the errors by up to about 25\% and give rms forces between 0.33 and 0.57 eV/\AA. Between $h=0.25$ and 0.1875 \AA\ the logarithmic slopes are 3.10, 4.07, 5.19 and 7.31, approaching $p-1=3,4,5,7$.

For $p=6$ and $h=0.75$ \AA, $B_{10}=5/66$ and the rms sixth derivative is 0.0938 V/\AA$^6$. Equation \eqref{rms} gives
\begin{equation}
0.75^5\sqrt{\frac{5/66}{10!}}\times0.0938
=0.2373\times1.445\times10^{-4}\times0.0938
=3.2\times10^{-6}\ \text{eV/\AA}.
\end{equation}
The measured value is 2.2 times larger, so this mesh is outside the leading-order regime. At $h=0.1875$ \AA\ the estimate is $3.14\times10^{-9}$ against a measured $3.38\times10^{-9}$ eV/\AA. Compared ion by ion, the remainder after subtracting \eqref{err}, relative to \eqref{err}, falls from 0.68 to 0.31 when $h$ is halved from 0.375 \AA. This is close to the factor of two expected of a correction one order higher in $h$.

At this $\beta$, order can replace mesh points: $p=8$ at $h=1$ \AA\ and $p=4$ at $h=0.1875$ \AA\ have similar errors, but the second mesh has $(64/12)^3\approx152$ times as many points. The price is $8^3=512$ instead of $4^3=64$ node updates per ion. The match is specific to the alternating charge order (with the signs shuffled over the sites, the $p=8$ error is about 0.4 of the $p=4$ error) and to this $\beta$: raising $\beta$ strengthens the higher derivatives of $\phi$ most, so the error grows faster for $p=8$ than for $p=4$.

\section{Cost}

At fixed number density $\rho$, hold $\beta$, $r_c$, $h$ and $p$ fixed.
\begin{itemize}
\item Pairs within the cutoff number about $N\rho(4\pi r_c^3/3)/2$, and cell lists find them in $O(N)$ work.
\item Spreading and gathering each touch $p^3N$ mesh entries.
\item A radix-2 transform of length $K$ needs $T(K)=2T(K/2)+K/2$ twiddle multiplications with $T(1)=0$, so $T=(K/2)\log_2K$. Three axes with $K^2$ lines each give $(K^3/2)\log_2K^3$.
\end{itemize}
Since $K^3=V/h^3=N/(\rho h^3)$, the transforms cost $O(N\log N)$ and the rest $O(N)$. The direct sum \eqref{rec} at fixed $\beta$ has a number of wave vectors proportional to $V$, hence to $N$, and costs $O(N^2)$. Ewald summation does better if $\beta$ varies with $N$: with $r_c\propto1/\beta$ the pair work grows as $N\beta^{-3}$ and the wave-vector work as $N^2\beta^3$, and $\beta\propto N^{-1/6}$ balances them at $O(N^{3/2})$. This is still steeper than $O(N\log N)$.

The $O(N\log N)$ count is meaningful only if fixed parameters keep the error fixed. With $p=6$, $h=0.75$ \AA\ and $r_c=10$ \AA, the runs give

\begin{center}
\begin{tabular}{lcc}
ions & 512 & 4096\\
rms mesh error (eV/\AA) & 6.13e-6 & 6.09e-6\\
rms cutoff error (eV/\AA) & 4.39e-6 & 4.59e-6\\
rms total error (eV/\AA) & 7.51e-6 & 7.51e-6\\
pairs & 39831 & 318932\\
multiplications, two FFTs & 491520 & 4718592\\
direct-sum terms & 5.96e6 & 3.816e8
\end{tabular}
\end{center}

The direct-sum terms are the number of ions times the number of wave vectors whose Gaussian factor exceeds $10^{-12}$. For eight times as many ions, the pairs grow by 8.01 and the direct sum by 64.1. The FFT work per ion grows from 960 to 1152, the ratio $18/15$ of $\log_2K^3$ for $K=64$ and 32. The total force error is about $7\times10^{-6}$ of the rms force component. These runs use one placement of the mesh, with nodes on the undisplaced lattice sites; averaged over mesh offsets, the mesh error for 512 ions is about $7\times10^{-6}$ eV/\AA, as for 64 ions. For 512 ions the energy is
\begin{equation}
-738.9840+55.2919-1455.8441=-2139.5362\ \text{eV}
\end{equation}
(real-space, mesh and self parts), against $-2139.5357$ eV from converged Ewald summation, a difference of about $10^{-6}$ eV per ion.

\section{Stability and failure modes}

\paragraph{Net force.} $\tilde E$ is unchanged by a rigid shift of all ions through $h$ along an axis, but not in general by a smaller shift, so the mesh forces need not sum to zero. The net force is $3.6\times10^{-4}$ eV/\AA\ for 512 ions; independent errors would give about $6.13\times10^{-6}\sqrt{3\times512}=2.4\times10^{-4}$. The value depends on the mesh offset and configuration, ranging from about 2 to $7\times10^{-4}$ eV/\AA\ with an rms near $5\times10^{-4}$, so the independent-error figure gives only the order of magnitude. Subtracting the mean force $\bar{\mathbf F}$ from every ion removes it, but the result is then no longer the gradient of $\tilde E$. The total energy then changes at the rate $-\bar{\mathbf F}\cdot\sum_i\mathbf v_i$, which vanishes for equal masses and zero total momentum but not in general.

\paragraph{Checking the forces.} Finite differences of $\tilde E$ must reproduce $\tilde{\mathbf F}$ even on a coarse mesh; here they agree to $3\times10^{-10}$ eV/\AA. This tests the gradient code but says nothing about the mesh error, which must be measured against a more accurate calculation, such as a converged Ewald sum or a finer mesh.

\paragraph{Coarse meshes.} Wave vectors beyond $\pi/h$ along an axis are missing. At that edge the Gaussian factor is $\exp[-(\pi/2\beta h)^2]$, about $10^{-4}$ at $h=1.5$ \AA\ but below $10^{-15}$ at 0.75 \AA. Equation \eqref{rms} also underestimates the error on coarse meshes, by a factor of 7 for $p=8$ at $h=1$ \AA.

\paragraph{Unbalanced parameters.} Raising $\beta$ shortens the real-space part but admits larger $k$, which increases the mesh error. Refining the mesh alone leaves the cutoff error in place, and the total error then tends to the cutoff error rather than to zero.

\paragraph{Net charge.} Setting $G(0)=0$ for a charged cell silently adds a uniform neutralizing background, and the energy expressions above are then incomplete: the energy depends on $\beta$ until the term $-\pi C(\sum_iq_i)^2/(2V\beta^2)$ is added.

The numerical check also confirms that the converged Ewald reference forces for 512 ions change by only $1.9\times10^{-8}$ eV/\AA\ rms when $\beta$ is raised from 0.35 to 0.6 \AA$^{-1}$, and that the mesh method reproduces the lattice sum of the undisplaced crystal obtained from a direct real-space sum.

\section*{Table of computed values}
\begin{verbatim}
Coulomb constant: 14.39965 eV A
site spacing 3.0 A, max shift 0.75 A, beta 0.35 1/A
node sum at theta=pi: p=5 4.6e-17, p=6 0.13333
gradient check, largest deviation: 2.9e-10 eV/A
64 ions, L = 12.0 A, rms exact reciprocal force component: 0.3419 eV/A
rms mesh force error per component (eV/A), 64 ions
K    h (A)    p=4       p=5       p=6       p=8
8    1.5000  6.05e-03  2.36e-03  8.75e-04  2.40e-04
12   1.0000  9.49e-04  2.13e-04  4.44e-05  3.57e-06
16   0.7500  3.28e-04  5.47e-05  7.20e-06  2.44e-07
24   0.5000  7.75e-05  9.03e-06  6.45e-07  7.97e-09
32   0.3750  3.02e-05  2.72e-06  1.32e-07  8.36e-10
48   0.2500  8.32e-06  5.12e-07  1.50e-08  3.92e-11
64   0.1875  3.42e-06  1.59e-07  3.38e-09  4.79e-12
leading-order estimate (eV/A), same columns
12   1.0000  5.00e-04  1.27e-04  1.36e-05  5.20e-07
16   0.7500  2.11e-04  4.01e-05  3.22e-06  6.94e-08
64   0.1875  3.30e-06  1.57e-07  3.14e-09  4.24e-12
rms of d^p phi/dx^p (V/A^p): 0.0870, 0.1393, 0.0938, 0.1421
log slope of error, K=48 to 64: 3.096, 4.073, 5.185, 7.313
relative remainder after leading term, K=32: 0.474, 0.287, 0.684, 0.914
relative remainder after leading term, K=64: 0.224, 0.125, 0.310, 0.386
Madelung constant: SPME 1.747565, Evjen sum 1.747565
rms force change, beta 0.35 to 0.6 1/A: 1.9e-08 eV/A
size runs: p = 6, h = 0.75 A, cutoff 10.0 A
ions: 512 | 4096
cell side (A): 24.0 | 48.0
mesh points per side: 32 | 64
real-space energy (eV): -738.9840 | -5966.2386
mesh energy (eV): 55.2919 | 517.7078
self energy (eV): -1455.8441 | -11646.7527
total energy, SPME (eV): -2139.5362 | -17095.2835
total energy, converged Ewald (eV): -2139.5357 | -17095.2797
rms total force component (eV/A): 1.0677 | 1.1134
rms mesh error (eV/A): 6.13e-06 | 6.09e-06
rms cutoff error (eV/A): 4.39e-06 | 4.59e-06
rms total error (eV/A): 7.51e-06 | 7.51e-06
net mesh force (eV/A): 3.6e-04 | 7.6e-04
net exact reciprocal force (eV/A): 4.6e-15 | 2.7e-14
pairs within cutoff: 39831 | 318932
mesh updates in spreading: 110592 | 884736
multiplications, two FFTs: 491520 | 4718592
ion-wavevector terms, direct sum: 5955584 | 381599744
FFT multiplications per ion: 960 | 1152
\end{verbatim}
